**Roth's formula for the conduction-edge g factor of InSb**

The program tests g = g0 − (2/3) E_P Δ / [E_g (E_g + Δ)], where g0 is the free-electron g factor, E_P the momentum energy, E_g the gap and Δ the spin-orbit splitting of the valence edge. It diagonalizes an eight-band Hamiltonian with non-commuting wave-vector matrices and reads the signed spin splitting in the limit of zero field. It asserts agreement with the formula for InSb, for a second parameter set, for a field along 111 and for Δ = 0, where g returns to g0. It also asserts the commutator of the wave-vector components, the edge mass, the Landau-level equation at finite energy, the sensitivity to the gap and the contribution of a second p-like shell. For E_P = 23.3 eV, E_g = 0.235 eV and Δ = 0.81 eV, the formula and the matrix both give −49.233, and the mass is 0.01342 free-electron masses. The output also shows g = −47.38 for the lowest Landau level at 1 T and −44.22 at the Fermi energy for 10^16 electrons per cm³. The upper-band parameters and the room-temperature gap are rough values that serve only to size neglected effects.

## Numerical verification

```python
"""Roth's formula for the conduction-edge g factor of InSb.

Result under test:
    g = g0 - (2/3) EP D / (Eg (Eg + D))
g0: free-electron g factor (positive), EP: momentum energy, Eg: gap,
D: spin-orbit splitting of the valence edge. Energies in eV, lengths in nm,
fields in T. Electron charge is -e, spin energy is +g muB B.sigma/2.
The independent road is diagonalization of a multiband Hamiltonian whose
wave-vector components are non-commuting oscillator matrices.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq

EP, GAP, SO = 23.3, 0.235, 0.81
G0 = abs(sc.physical_constants["electron g factor"][0])
MUB = sc.physical_constants["Bohr magneton in eV/T"][0]
KB = sc.k / sc.e                                  # eV/K
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18     # hbar^2/2m0, eV nm^2
FLUX = sc.e / sc.hbar * 1e-18                     # e/hbar, 1/(nm^2 T)

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ORBITAL = np.zeros((3, 3, 3), complex)            # L in the basis X, Y, Z
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    ORBITAL[a, b, c], ORBITAL[a, c, b] = -1j, 1j
L_SIGMA = sum(np.kron(ORBITAL[i], SIGMA[i]) for i in range(3))


def roth(ep, gap, so):
    return G0 - 2 / 3 * ep * so / (gap * (gap + so))


def inverse_mass(ep, gap, so):
    return 1 + ep / 3 * (2 / gap + 1 / (gap + so))


def p_shell(e32, e12):
    """Spin-orbit-split p shell with j=3/2 at e32 and j=1/2 at e12."""
    return (2 * e32 + e12) / 3 * np.eye(6) + (e32 - e12) / 3 * L_SIGMA


def hamiltonian(k, k_squared, zeeman, gap, shells, free_p=True):
    """One s band plus p shells (e32, e12, momentum energy).
    k holds three matrices; free_p keeps free-electron terms in p shells."""
    m = len(k_squared)
    unit = np.eye(m)
    free = KIN * np.kron(np.eye(2), k_squared) + np.kron(zeeman, unit)
    h = np.zeros(((2 + 6 * len(shells)) * m,) * 2, complex)
    h[:2*m, :2*m] = gap * np.eye(2 * m) + free
    for i, (e32, e12, ep) in enumerate(shells):
        part = slice((2 + 6 * i) * m, (8 + 6 * i) * m)
        h[part, part] = np.kron(p_shell(e32, e12), unit)
        if free_p:
            h[part, part] += np.kron(np.eye(3), free)
        coupling = np.sqrt(ep * KIN) * np.hstack(
            [np.kron(np.eye(2), k[j]) for j in range(3)])
        h[:2*m, part] = coupling
        h[part, :2*m] = coupling.conj().T
    return h


def spin_pair(field, gap, shells, n=0, free_p=True, size=8, axes=np.eye(3)):
    """Energies above the edge of Landau level n, spin up and spin down
    along the field. Rows of axes: two in-plane directions and the field."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    scale = np.sqrt(FLUX * field / 2)
    k1 = scale * (lower + lower.T)
    k2 = 1j * scale * (lower - lower.T)
    k = [axes[0, j] * k1 + axes[1, j] * k2 for j in range(3)]
    k_squared = np.diag(2 * np.arange(size) + 1.0) * FLUX * field
    spin = sum(axes[2, j] * SIGMA[j] for j in range(3))
    energy, vector = np.linalg.eigh(hamiltonian(
        k, k_squared, G0 * MUB * field / 2 * spin, gap, shells, free_p))
    s_part = vector[[n, size + n], :]
    weight = np.sum(abs(s_part)**2, axis=0)
    pair = np.argsort(weight)[-2:]
    assert weight[pair].min() > 0.5
    direction = [np.vdot(s_part[:, i], spin @ s_part[:, i]).real for i in pair]
    assert min(direction) < 0 < max(direction)
    return (energy[pair[np.argmax(direction)]] - gap,
            energy[pair[np.argmin(direction)]] - gap)


def matrix_g(field, gap, shells, **options):
    up, down = spin_pair(field, gap, shells, **options)
    return (up - down) / (MUB * field)


def edge_g(gap, shells, **options):
    """Zero-field limit, linear term in the field removed."""
    return (2 * matrix_g(1e-3, gap, shells, **options)
            - matrix_g(2e-3, gap, shells, **options))


# Commutator of the kinetic wave vector for charge -e
x, y, charge, hbar, b_field = sp.symbols("x y e hbar B", positive=True)
f = sp.Function("f")(x, y)
kx = lambda u: -sp.I * sp.diff(u, x) - charge * b_field * y * u / (2 * hbar)
ky = lambda u: -sp.I * sp.diff(u, y) + charge * b_field * x * u / (2 * hbar)
assert sp.simplify(kx(ky(f)) - ky(kx(f))
                   + sp.I * charge * b_field * f / hbar) == 0

# Angular-momentum algebra and the order of the valence edges
assert np.allclose(ORBITAL[0] @ ORBITAL[1] - ORBITAL[1] @ ORBITAL[0],
                   1j * ORBITAL[2])
assert np.allclose(np.linalg.eigvalsh(L_SIGMA), [-2, -2, 1, 1, 1, 1])
assert np.allclose(np.linalg.eigvalsh(p_shell(0, -SO)), [-SO]*2 + [0]*4)

# Edge g factor: InSb, another parameter set, tilted field, no spin-orbit
valence = [(0.0, -SO, EP)]
g_roth = roth(EP, GAP, SO)
g_matrix = edge_g(GAP, valence)
assert abs(g_matrix - g_roth) < 1e-4
assert abs(edge_g(1.5, [(0.0, -0.3, 20.0)]) - roth(20.0, 1.5, 0.3)) < 1e-4
tilted = np.array([[1, -1, 0] / np.sqrt(2), [1, 1, -2] / np.sqrt(6),
                   [1, 1, 1] / np.sqrt(3)])
assert np.allclose(np.cross(tilted[0], tilted[1]), tilted[2])
g_tilted = edge_g(GAP, valence, axes=tilted)
assert abs(g_tilted - g_roth) < 1e-4
g_no_so = edge_g(GAP, [(0.0, 0.0, EP)])
assert abs(g_no_so - G0) < 1e-4
basis_shift = edge_g(GAP, valence, size=14) - g_matrix
assert abs(basis_shift) < 1e-5

# Edge mass from zero-field diagonalization, and the mass form of g
q = 1e-3
k_point = [np.array([[q * c]]) for c in tilted[2]]
top = np.linalg.eigvalsh(hamiltonian(
    k_point, np.array([[q**2]]), np.zeros((2, 2)), GAP, valence))[-1]
inv_mass_matrix = (top - GAP) / (KIN * q**2)
inv_mass = inverse_mass(EP, GAP, SO)
assert abs(inv_mass_matrix / inv_mass - 1) < 1e-4
g_from_mass = G0 - (inv_mass_matrix - 1) * 2 * SO / (3 * GAP + 2 * SO)
assert abs(g_from_mass - g_matrix) < 5e-3


# Energy dependence, with free-electron terms of the p shell dropped
def k2_coefficient(energy):
    return KIN * inverse_mass(EP, GAP + energy, SO)


def landau_energy(n, field, sign):
    return brentq(lambda e: e - k2_coefficient(e) * (2*n + 1) * FLUX * field
                  - sign * roth(EP, GAP + energy_shift(e), SO)
                  * MUB * field / 2, 0, 0.5, xtol=1e-14)


def energy_shift(energy):
    return energy


def splitting_g(energy):
    """Observable g factor at a given energy above the edge."""
    slope = -KIN * EP / 3 * (2 / (GAP + energy)**2
                             + 1 / (GAP + energy + SO)**2)
    k_squared = energy / k2_coefficient(energy)
    return roth(EP, GAP + energy, SO) / (1 - slope * k_squared)


for level in (0, 3):
    pair = spin_pair(1.0, GAP, valence, n=level, free_p=False)
    for value, sign in zip(pair, (1, -1)):
        assert abs(value - landau_energy(level, 1.0, sign)) < 1e-10

density = 1e16                                      # cm^-3
kf_squared = (3 * np.pi**2 * density * 1e-21)**(2 / 3)
fermi = brentq(lambda e: e - k2_coefficient(e) * kf_squared, 0, 0.5)
field_f = kf_squared / (21 * FLUX)                 # level 10 lies at kF
pair = spin_pair(field_f, GAP, valence, n=10, free_p=False, size=14)
g_fermi_matrix = (pair[0] - pair[1]) / (MUB * field_f)
g_fermi = splitting_g(fermi)
assert abs(g_fermi_matrix / g_fermi - 1) < 1e-3
assert abs(g_fermi) < abs(roth(EP, GAP + fermi, SO)) < abs(g_roth)
g_fermi_full = matrix_g(field_f, GAP, valence, n=10, size=14)

# Next p-like conduction bands, rough parameters
upper_edge, upper_so, upper_ep = 3.1, 0.4, 6.0
upper = (upper_edge + upper_so, upper_edge, upper_ep)
g_remote = -2 / 3 * upper_ep * (1 / (GAP - upper[0]) - 1 / (GAP - upper[1]))
g_remote_matrix = edge_g(GAP, valence + [upper]) - g_matrix
assert abs(g_remote_matrix - g_remote) < 1e-3

# Sensitivity to the gap
gap_slope = 2/3 * EP * SO * (2*GAP + SO) / (GAP * (GAP + SO))**2
gap_slope_matrix = (edge_g(GAP + 1e-3, valence)
                    - edge_g(GAP - 1e-3, valence)) / 2e-3
assert abs(gap_slope_matrix / gap_slope - 1) < 1e-3

g_one_tesla = matrix_g(1.0, GAP, valence)
zeeman_1t = abs(g_roth) * MUB
cyclotron_1t = 2 * KIN * FLUX * inv_mass
warm_gap = 0.17


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Momentum energy EP", EP, "eV", 1)
show("Gap Eg", GAP, "eV")
show("Spin-orbit splitting D", SO, "eV", 2)
show("Free-electron g0", G0, "", 4)
show("Momentum coupling P", np.sqrt(EP * KIN), "eV nm", 4)
show("Eg + D", GAP + SO, "eV")
show("1/Eg", 1 / GAP, "1/eV", 4)
show("1/(Eg+D)", 1 / (GAP + SO), "1/eV", 4)
show("g part from j=3/2 edge", -2/3 * EP / GAP, "", 2)
show("g part from j=1/2 edge", 2/3 * EP / (GAP + SO), "", 2)
show("Total interband part of g", g_roth - G0, "", 2)
show("g, Roth formula", g_roth, "", 3)
show("g, eight-band matrix, B to 0", g_matrix, "", 3)
show("g, matrix, field along 111", g_tilted, "", 3)
show("g, matrix, D = 0", g_no_so, "", 4)
print(f"g shift, oscillator basis 8 to 14: {basis_shift:.1e}")
show("m0/m*, formula", inv_mass, "", 2)
show("m0/m*, matrix", inv_mass_matrix, "", 2)
show("m*/m0", 1 / inv_mass, "", 5)
show("g from matrix mass", g_from_mass, "", 2)
show("Zeeman splitting at 1 T, edge g", zeeman_1t * 1e3, "meV")
show("Same splitting over kB", zeeman_1t / KB, "K", 1)
show("Cyclotron energy at 1 T, edge mass", cyclotron_1t * 1e3, "meV")
show("Zeeman/cyclotron ratio", zeeman_1t / cyclotron_1t)
show("g of lowest Landau level at 1 T, matrix", g_one_tesla, "", 2)
print(f"Electron density for filling estimate: {density:.0e} cm^-3")
show("Fermi energy above edge", fermi * 1e3, "meV", 2)
show("Roth formula with Eg + Fermi energy", roth(EP, GAP+fermi, SO), "", 2)
show("Observable g at Fermi energy, formula", g_fermi, "", 2)
show("Same, matrix without free p terms", g_fermi_matrix, "", 2)
show("Same, matrix with free p terms", g_fermi_full, "", 2)
for temperature in (77, 300):
    thermal = 1.5 * KB * temperature
    show(f"Energy 1.5 kB T at {temperature} K", thermal * 1e3, "meV", 2)
    show(f"Observable g at that energy, Eg fixed", splitting_g(thermal), "", 2)
show("Rough gap at 300 K", warm_gap, "eV", 2)
show("Edge g with that gap, EP fixed", roth(EP, warm_gap, SO), "", 1)
show("g change per +1 meV of gap", gap_slope * 1e-3, "", 3)
show("Upper p bands, rough lower edge", upper_edge, "eV", 1)
show("Upper p bands, rough splitting", upper_so, "eV", 1)
show("Upper p bands, rough momentum energy", upper_ep, "eV", 1)
show("g change from upper p bands, formula", g_remote, "", 3)
show("g change from upper p bands, matrix", g_remote_matrix, "", 3)
print("OK")
```

Printed output:

```
Momentum energy EP: 23.3 eV
Gap Eg: 0.235 eV
Spin-orbit splitting D: 0.81 eV
Free-electron g0: 2.0023
Momentum coupling P: 0.9422 eV nm
Eg + D: 1.045 eV
1/Eg: 4.2553 1/eV
1/(Eg+D): 0.9569 1/eV
g part from j=3/2 edge: -66.10
g part from j=1/2 edge: 14.86
Total interband part of g: -51.23
g, Roth formula: -49.233
g, eight-band matrix, B to 0: -49.233
g, matrix, field along 111: -49.233
g, matrix, D = 0: 2.0023
g shift, oscillator basis 8 to 14: 2.4e-09
m0/m*, formula: 74.53
m0/m*, matrix: 74.53
m*/m0: 0.01342
g from matrix mass: -49.23
Zeeman splitting at 1 T, edge g: 2.850 meV
Same splitting over kB: 33.1 K
Cyclotron energy at 1 T, edge mass: 8.628 meV
Zeeman/cyclotron ratio: 0.330
g of lowest Landau level at 1 T, matrix: -47.38
Electron density for filling estimate: 1e+16 cm^-3
Fermi energy above edge: 12.05 meV
Roth formula with Eg + Fermi energy: -46.18
Observable g at Fermi energy, formula: -44.22
Same, matrix without free p terms: -44.22
Same, matrix with free p terms: -44.26
Energy 1.5 kB T at 77 K: 9.95 meV
Observable g at that energy, Eg fixed: -45.03
Energy 1.5 kB T at 300 K: 38.78 meV
Observable g at that energy, Eg fixed: -35.82
Rough gap at 300 K: 0.17 eV
Edge g with that gap, EP fixed: -73.5
g change per +1 meV of gap: 0.267
Upper p bands, rough lower edge: 3.1 eV
Upper p bands, rough splitting: 0.4 eV
Upper p bands, rough momentum energy: 6.0 eV
g change from upper p bands, formula: -0.171
g change from upper p bands, matrix: -0.171
OK
```
